# T ⊗ e Jahn–Teller problem: Ham factors and second-order corrections, part 1

(Sections cited here and not found follow in the second part.)

## A.1 Two states and one mode

Take two degenerate orbital states $|\pm\rangle$ and one harmonic mode $Q$ of mass $\mu$ and frequency $\omega$, with $k=\mu\omega^2$:

$$H=\frac{P^2}{2\mu}+\frac{k}{2}Q^2+VQ\,\sigma_z .$$

$H$ commutes with $\sigma_z$, so each state has its own potential. Completing the square,

$$\frac{k}{2}Q^2\pm VQ=\frac{k}{2}\Big(Q\pm\frac{V}{k}\Big)^2-\frac{V^2}{2k}.$$

These are two copies of the original oscillator, centred at $Q_\pm=\mp V/k$ and lowered by $E_{JT}=V^2/2k$. The ground states are $|\pm\rangle\chi_\pm(Q)$ with $\chi_\pm=(\pi b^2)^{-1/4}e^{-(Q-Q_\pm)^2/2b^2}$ and $b^2=\hbar/\mu\omega$. Let $d$ be the distance between the centres and $\bar Q$ their midpoint. Then $(Q-\bar Q-\tfrac d2)^2+(Q-\bar Q+\tfrac d2)^2=2(Q-\bar Q)^2+\tfrac{d^2}{2}$, so

$$\int\chi_+\chi_-\,dQ=e^{-d^2/4b^2}\,(\pi b^2)^{-1/2}\int e^{-(Q-\bar Q)^2/b^2}dQ=e^{-\mu\omega d^2/4\hbar}.\tag{1}$$

An operator on the electrons alone factorises. The element of $\sigma_z$ is $\pm1$ times $\int\chi_\pm^2=1$, while $\sigma_x$ connects the two states and its element is multiplied by (1). Here $d=2V/k$, and $\mu\omega d^2/4\hbar=\mu\omega V^2/\hbar k^2=V^2/k\hbar\omega=2E_{JT}/\hbar\omega$. The number multiplying $E_{JT}/\hbar\omega$ is fixed by the geometry of the wells, and for three wells in a plane it is $3/2$.

## A.2 Operators on a cubic triplet

The orbital triplet is T$_1$ with basis $x,y,z$, or T$_2$ with basis $yz,zx,xy$, also labelled $x,y,z$ in that order. The 24 rotations of O act on $(x,y,z)$ as signed permutation matrices $R$. On $(yz,zx,xy)$ the matrix is $\pm R$, the sign being the parity of the permutation (the A$_2$ character). For example $C_{4z}$, $x\to y$, $y\to -x$, gives $yz\to -zx$, $zx\to yz$, $xy\to -xy$, which is $-R$. An operator $M$ on the triplet transforms as $RMR^T$, where that sign cancels, as does the sign from inversion in O$_h$. One analysis therefore covers both triplets.

On the classes $(E,8C_3,3C_2,6C_4,6C_2')$ the characters are T$_1$ $(3,0,-1,1,-1)$ and T$_2$ $(3,0,-1,-1,1)$, and both square to $(9,0,1,1,1)$. The multiplicities $\frac1{24}\sum\chi_\Gamma\chi_T^2$ are: A$_1$ $(1,1,1,1,1)$, $(9+3+6+6)/24=1$; A$_2$ $(1,1,1,-1,-1)$, $(9+3-6-6)/24=0$; E $(2,-1,2,0,0)$, $(18+6)/24=1$; T$_1$, $(27-3+6-6)/24=1$; T$_2$, $(27-3-6+6)/24=1$.

Conjugation with a signed permutation permutes the diagonal elements of $M$ (the signs square to one) and preserves symmetry or antisymmetry. The invariant subspaces are thus the unit matrix (A$_1$), the traceless diagonal matrices (dimension 2, E), the antisymmetric matrices (an axial vector, T$_1$) and the symmetric off-diagonal matrices (transforming as $yz,zx,xy$, T$_2$). Each irreducible representation occurs once, so any operator of E symmetry is diagonal in $x,y,z$, and any operator of T$_1$ or T$_2$ symmetry has zero diagonal.

The conventions are

$$E_\theta=\mathrm{diag}(\tfrac12,\tfrac12,-1),\quad E_\epsilon=\mathrm{diag}(-\tfrac{\sqrt3}{2},\tfrac{\sqrt3}{2},0),\quad (l_a)_{bc}=-i\varepsilon_{abc}.$$

For a unit vector $\mathbf n$, $[(\mathbf n\cdot\mathbf l)^2]_{be}=-\varepsilon_{abc}\varepsilon_{dce}n_an_d=\varepsilon_{abc}\varepsilon_{dec}n_an_d=\delta_{be}-n_bn_e$. Hence $l_a^2=1-|a\rangle\langle a|$, from which $E_\theta=(3l_z^2-2)/2$ and $E_\epsilon=\frac{\sqrt3}{2}(l_x^2-l_y^2)$. The trigonal operator $T=\sum_{i\ne j}|i\rangle\langle j|$ equals $3|n\rangle\langle n|-1=2-3l_n^2$ for $\mathbf n=(1,1,1)/\sqrt3$, with eigenvalues $2$ (A) and $-1$ (E, twice).

The mode pair must match these matrices. Let $Q_\theta$ transform as $z^2-\frac12(x^2+y^2)$ and $Q_\epsilon$ as $\frac{\sqrt3}{2}(x^2-y^2)$. The $xx$ element of $Q_\theta E_\theta+Q_\epsilon E_\epsilon$ then goes as $\frac12z^2-\frac14x^2-\frac14y^2-\frac34x^2+\frac34y^2=\frac12r^2-\frac32x^2$, and likewise the others give $\frac12r^2-\frac32y^2$ and $\frac12r^2-\frac32z^2$. A rotation permutes the three expressions as it permutes the states, so the coupling is invariant.

The matrix $\mathbf l$ is an effective angular momentum, and the true $\mathbf L$ projected on the triplet is $g_L\mathbf l$. For pure $d$ orbitals, $L_z=-i(x\partial_y-y\partial_x)$ gives $L_z\,yz=-i\,zx$, $L_z\,zx=+i\,yz$, and $L_z\,xy=-i(x^2-y^2)$, which lies outside the triplet. The element $\langle zx|L_z|yz\rangle=-i$ is opposite to $(l_z)_{yx}=-i\varepsilon_{zyx}=+i$, and cyclic permutation gives $\mathbf L=-\mathbf l$, $g_L=-1$. A single $t_{2g}$ electron with $\zeta\,\mathbf L\cdot\mathbf s$ thus has $\lambda\,\mathbf l\cdot\mathbf s$ with $\lambda=-\zeta$. Below, $\lambda$ and $g_L$ are free parameters.

## A.3 Exact solution

The model has linear coupling to one harmonic e doublet and no coupling to t$_2$ modes:

$$H_0=\frac{P_\theta^2+P_\epsilon^2}{2\mu}+\frac k2(Q_\theta^2+Q_\epsilon^2)+V(Q_\theta E_\theta+Q_\epsilon E_\epsilon).\tag{2}$$

It is diagonal in $i=x,y,z$. Define $\mathbf e_i=(E_{\theta,ii},E_{\epsilon,ii})$, so $\mathbf e_x=(\frac12,-\frac{\sqrt3}2)$, $\mathbf e_y=(\frac12,\frac{\sqrt3}2)$, $\mathbf e_z=(-1,0)$. They have unit length and $\mathbf e_i\cdot\mathbf e_j=-\frac12$ for $i\neq j$ (for instance $\frac14-\frac34$ for $x,y$). The potential for state $i$ is

$$U_i=\frac k2\mathbf Q^2+V\mathbf e_i\cdot\mathbf Q=\frac k2|\mathbf Q-\mathbf Q_i|^2-E_{JT},\qquad \mathbf Q_i=-\frac Vk\mathbf e_i,\qquad E_{JT}=\frac{V^2}{2\mu\omega^2}.$$

The minima lie at radius $Q_0=|V|/k$, 120° apart, each a tetragonal distortion along the axis $i$. Since $|\mathbf e_i-\mathbf e_j|^2=1+1+1=3$, their separation is $d=\sqrt3\,|V|/k$. The sign of $V$ chooses elongation or compression and enters none of the results below, so $V>0$ is taken.

For each component $Q=\sqrt{\hbar/2\mu\omega}\,(a+a^\dagger)$. The coupling strength is $V\sqrt{\hbar/2\mu\omega}=\sqrt{(V^2/2\mu\omega^2)\,\hbar\omega}=\hbar\omega\sqrt S$ with $S=E_{JT}/\hbar\omega$. With $\mathbf a=(a_\theta,a_\epsilon)$, block $i$ is

$$\frac{h_i}{\hbar\omega}=\mathbf a^\dagger\!\cdot\mathbf a+1+\sqrt S\,\mathbf e_i\cdot(\mathbf a+\mathbf a^\dagger)=\mathbf b_i^\dagger\!\cdot\mathbf b_i+1-S,\qquad \mathbf b_i=\mathbf a-\boldsymbol\alpha_i,\quad\boldsymbol\alpha_i=-\sqrt S\,\mathbf e_i,$$

because $\mathbf b_i^\dagger\cdot\mathbf b_i=\mathbf a^\dagger\cdot\mathbf a+\sqrt S\,\mathbf e_i\cdot(\mathbf a+\mathbf a^\dagger)+S$. A constant shift leaves the commutators unchanged, so $\mathbf b_i$ are oscillator operators. The eigenstates are $|i\rangle|n_i\rangle$ with $n=(n_\theta,n_\epsilon)$ and $N=n_\theta+n_\epsilon$:

$$E_N=-E_{JT}+(N+1)\hbar\omega,\qquad\text{degeneracy }3(N+1).\tag{3}$$

The ground level is a triplet for every $S$. There is no tunnelling splitting, since $H_0$ has no element between different $i$. A rotation permutes the wells along with the orbitals and each $|0_i\rangle$ is a positive Gaussian, so $|i\rangle|0_i\rangle$ transforms like $|i\rangle$, and the matrices of A.2 can be reused on the vibronic triplet.

Overlaps between wells follow from $\mathbf b_k=\mathbf b_i+\boldsymbol\alpha_i-\boldsymbol\alpha_k$ and $\mathbf b_i|0_i\rangle=0$, which give $\mathbf b_k|0_i\rangle=\boldsymbol\beta_{ik}|0_i\rangle$ with $\boldsymbol\beta_{ik}=\boldsymbol\alpha_i-\boldsymbol\alpha_k$. For one component, write $|0_i\rangle=\sum c_n|n_k\rangle$. Then $b|n\rangle=\sqrt n|n-1\rangle$ yields $\sqrt{n+1}\,c_{n+1}=\beta c_n$, so $c_n=c_0\beta^n/\sqrt{n!}$. Normalisation gives $c_0^2e^{\beta^2}=1$, and $c_0>0$ as an overlap of positive functions. For both components,

$$\langle n_k|0_i\rangle=e^{-|\boldsymbol\beta_{ik}|^2/2}\,\frac{\beta_{ik,\theta}^{\,n_\theta}\,\beta_{ik,\epsilon}^{\,n_\epsilon}}{\sqrt{n_\theta!\,n_\epsilon!}},\qquad|\boldsymbol\beta_{ik}|^2=3S\quad(i\ne k).\tag{4}$$

Setting $n=0$,

$$K\equiv\langle0_k|0_i\rangle=e^{-3S/2}=\exp\!\Big(-\frac{3E_{JT}}{2\hbar\omega}\Big).\tag{5}$$

Equation (1) agrees. Along the line joining the wells it gives $\mu\omega d^2/4\hbar=3V^2/4k\hbar\omega=3S/2$, and the perpendicular Gaussians coincide.

## A.4 First order: the reduction factors

Let $W=\sum_{ij}|i\rangle W_{ij}\langle j|$ act within the triplet and not on the vibrations; $W_{ij}$ may be a spin operator. In the ground vibronic triplet

$$\langle i0_i|W|j0_j\rangle=W_{ij}\langle0_i|0_j\rangle=W_{ij}\,[\delta_{ij}+K(1-\delta_{ij})].\tag{6}$$

With the classification of A.2, $K(\mathrm T_1)=K(\mathrm T_2)=K$ and $K(\mathrm A_1)=K(\mathrm E)=1$. Equation (6) is an exact matrix element. It gives energies only to first order in $W/\hbar\omega$, only for the level $N=0$, and only for the part of an operator that acts inside the triplet. Matrix elements to other electronic terms are absent from (2), and nothing here applies to them.

The orbital momentum becomes $K\mathbf l$, with eigenvalues $0,\pm K$ for each component. The trigonal field $vT$ has the splitting $E(\mathrm A)-E(\mathrm E)=2v+v=3v$, which becomes $3Kv$. Spin-orbit coupling becomes $K\lambda\,\mathbf l\cdot\mathbf s$. For $s=\frac12$, $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-2-\frac34]$ is $-1$ for $j=\frac12$ and $+\frac12$ for $j=\frac32$. In $^2$T$_2$ these are $\Gamma_7$ and $\Gamma_8$ (the doublet is $\Gamma_6$ in $^2$T$_1$), and $E(\Gamma_8)-E(\Gamma_7)=\frac32K\lambda$.

The Zeeman term is $\mu_B\mathbf B\cdot(g_L\mathbf l+g_e\mathbf s)$. Its spin part is a multiple of the orbital unit matrix and keeps the factor 1. With $|m_l,m_s\rangle$, lowering $|1,\uparrow\rangle$ gives $\sqrt2|0,\uparrow\rangle+|1,\downarrow\rangle$ for $j=\frac32$, and the orthogonal state is $|\Gamma_7,+\frac12\rangle=\sqrt{2/3}\,|1,\downarrow\rangle-\sqrt{1/3}\,|0,\uparrow\rangle$. In it $\langle l_z\rangle=\frac23$ and $\langle s_z\rangle=-\frac13+\frac16=-\frac16$. The energy is $\frac12g\mu_BB$, so for $\mu_BB\ll K|\lambda|$

$$g(\Gamma_7)=\tfrac43Kg_L-\tfrac13g_e.\tag7$$

A static tetragonal field or strain $\delta E_\theta$ is diagonal and shifts each well rigidly, so it adds to (3) exactly. In the effective $3\times3$ matrix it competes with $K\lambda$ and $Kv$ rather than with $\lambda$ and $v$. When $|\delta|$ is much larger than the quenched terms but small compared with $\hbar\omega$ (at $\delta=-\frac23\hbar\omega$, for instance, $|z0_z\rangle$ is degenerate with the $N=1$ levels of the $x$ and $y$ wells and mixes with them through the overlaps (4)), $|z0_z\rangle$ becomes a single-well eigenstate with $\langle\mathbf l\rangle=0$ at this order. $E_\theta$ leaves $x$ and $y$ degenerate, so the quenched terms still mix these two wells; spin-orbit coupling, for instance, gives $(|x0_x\rangle\pm i|y0_y\rangle)/\sqrt2$ with $\langle l_z\rangle=\pm K$. Only when a strain with an $E_\epsilon$ component separates all three wells by much more than the quenched terms are all eigenstates the single-well states $|i0_i\rangle$, the static Jahn–Teller limit.

The linear T ⊗ e model has been solved exactly, and in its ground vibronic triplet, to first order, electronic operators of T$_1$ and T$_2$ symmetry are reduced by $K=e^{-3S/2}$ while those of A$_1$ and E symmetry keep the factor 1. What remains is the second-order terms, the numerical checks with a worked example, and the limits of the formulas.
